# Why basin-trained machine-learned potentials can miss decomposition barriers: a numerical check

```python
# Result under test: energies and forces known only in the two basins of a
# double well do not fix its barrier; the model's assumptions fill the gap.
# V(x) = B (1 - x^2/a^2)^2, minima at +-a, barrier B at x = 0.
# Sampled basins: c <= |x| <= b. Unsampled gap: |x| < c.
# Units: nm, eV, K. Parameters are round values in the rough regime of
# hydrogen transfer in an amido tantalum precursor used for TaN growth.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import cho_factor, cho_solve, eigvalsh
from scipy.optimize import brentq, linprog
from scipy.special import gammaln

B, a, c, b, T = 1.5, 0.08, 0.06, 0.10, 500.0
kT = const.k * T / const.e
mass = const.m_p + const.m_e


def V(x):
    return B * (1 - (x / a) ** 2) ** 2


def dV(x):
    return -4 * B * x / a**2 * (1 - (x / a) ** 2)


gap = np.linspace(-c, c, 20001)
left = np.linspace(-b, -c, 4001)
edge = V(c)
print(f"barrier B = {B:.2f} eV, minima at +-{a:.3f} nm, T = {T:.0f} K")
print(f"basins: |x| from {c:.3f} to {b:.3f} nm; kT = {kT:.5f} eV")
print(f"inner-edge energy = {edge:.4f} eV; outer-edge = {V(b):.4f} eV")

# Curvature fixes B only if the quartic form is already known.
h = 1e-5
curvature = (V(a + h) - 2 * V(a) + V(a - h)) / h**2
assert abs(curvature * a**2 / 8 - B) < 1e-5
print(f"basin curvature = {curvature:.1f} eV/nm^2")
print(f"barrier from curvature, quartic form known = {curvature*a*a/8:.4f} eV")

# Thermal sampling: quadrature against the harmonic-basin estimate.
wide = np.linspace(-0.18, 0.18, 72001)
Z = trapezoid(np.exp(-V(wide) / kT), wide)
p_gap = trapezoid(np.exp(-V(gap) / kT), gap) / Z
top = np.linspace(-0.01, 0.01, 4001)
p_top = trapezoid(np.exp(-V(top) / kT), top) / Z
density_top = np.exp(-B / kT) / Z
density_estimate = np.exp(-B / kT) / (2 * np.sqrt(2 * np.pi * kT / curvature))
assert abs(density_top / density_estimate - 1) < 0.02
n_samples = 1000
assert n_samples * p_gap < 1
print(f"expected gap points in {n_samples} samples = {n_samples*p_gap:.3f}")
print(f"probability of |x| < 0.01 nm = {p_top:.2e}")
print(f"density at top: quadrature {density_top:.3e}, "
      f"estimate {density_estimate:.3e} 1/nm")


# A smooth change confined to the gap.
def bump(x):
    x = np.asarray(x, float)
    out = np.zeros_like(x)
    inside = np.abs(x) < c
    out[inside] = np.exp(1 - 1 / (1 - (x[inside] / c) ** 2))
    return out


V_gap, bump_gap = V(gap), bump(gap)


def altered_barrier(amplitude):
    return np.max(V_gap + amplitude * bump_gap)


mp.mp.dps = 50
for order in range(1, 5):
    slope = mp.diff(lambda s: mp.exp(1 - 1 / (1 - s * s)), mp.mpf("0.999"), order)
    assert abs(slope) < mp.mpf("1e-150")
for target in (0.6, 1.0, 3.0):
    amplitude = brentq(lambda A: altered_barrier(A) - target, -1.5, 3.0)
    assert abs(amplitude - (target - B)) < 1e-8
    print(f"same basin data, barrier {target:.1f} eV: bump = {amplitude:+.3f} eV")
deep = [altered_barrier(-10.0**n) for n in (1, 2, 4, 8)]
assert all(x > y for x, y in zip(deep, deep[1:]))
assert 0 < deep[-1] - edge < 0.1
print(f"barrier for bump -1e8 eV (limit test) = {deep[-1]:.4f} eV")

# Polynomial freedom: linear programming against the Chebyshev formula.
ratio = (b + c) / (b - c)


def amplification(m):
    return 0.5 * (ratio**m + ratio ** (-m))


basin_grid = np.concatenate([np.linspace(-b, -c, 301), np.linspace(c, b, 301)])
print(f"growth ratio (b+c)/(b-c) = {ratio:.3f}")
for m in (2, 3, 4):
    degree = 2 * m + 1
    rows = np.polynomial.chebyshev.chebvander(basin_grid / b, degree)
    centre = np.polynomial.chebyshev.chebvander(np.array([0.0]), degree)[0]
    lp = linprog(-centre, A_ub=np.vstack([rows, -rows]),
                 b_ub=np.ones(2 * len(rows)), bounds=(None, None), method="highs")
    assert lp.success and abs(-lp.fun / amplification(m) - 1) < 0.01
    print(f"degree {degree}: amplification LP {-lp.fun:.3f}, "
          f"formula {amplification(m):.3f}")

tolerance = 1e-3
print(f"polynomial basin tolerance = {1000*tolerance:.1f} meV")
for m in (4, 6):
    cheb = np.polynomial.chebyshev.Chebyshev([0] * m + [1])

    def extremal(x):
        return cheb((b * b + c * c - 2 * x * x) / (b * b - c * c))

    barriers = []
    for sign in (-1, 1):
        energy_gap = V_gap + sign * tolerance * extremal(gap)
        energy_left = V(left) + sign * tolerance * extremal(left)
        barriers.append(energy_gap.max() - energy_left.min())
    assert abs(barriers[1] - B - tolerance * amplification(m)) < 2 * tolerance
    force_change = tolerance * np.gradient(extremal(left), left)
    print(f"degree {2*m}: central freedom +-{tolerance*amplification(m):.3f} eV; "
          f"barriers {barriers[0]:.3f}, {barriers[1]:.3f} eV")
    print(f"  its basin force change: rms {np.sqrt(np.mean(force_change**2)):.3f}, "
          f"max {np.abs(force_change).max():.3f} eV/nm")

# Learned potential: Gaussian kernel trained on energies and forces.
train = np.concatenate([np.linspace(-b, -c, 9), np.linspace(c, b, 9)])
energy_noise, force_noise, prior_scale = 1e-3, 0.05, 1.0
offset = V(train).mean()


def train_kernel(length, extra=()):
    xe = np.concatenate([train, np.asarray(extra, float)])
    xd = train

    def blocks(x):
        de, dd = x[:, None] - xe, x[:, None] - xd
        ke = prior_scale**2 * np.exp(-de**2 / (2 * length**2))
        kd = prior_scale**2 * np.exp(-dd**2 / (2 * length**2))
        return np.hstack([ke, kd * dd / length**2])

    dd = xd[:, None] - xd
    kdd = prior_scale**2 * np.exp(-dd**2 / (2 * length**2))
    kdd *= 1 / length**2 - dd**2 / length**4
    upper = blocks(xe)
    cross = upper[:, len(xe):]
    K = np.block([[upper[:, :len(xe)], cross], [cross.T, kdd]])
    K += np.diag([energy_noise**2] * len(xe) + [force_noise**2] * len(xd))
    factor = cho_factor(K, lower=True)
    weights = cho_solve(factor, np.concatenate([V(xe) - offset, dV(xd)]))

    def predict(x):
        k = blocks(np.atleast_1d(np.asarray(x, float)))
        variance = prior_scale**2 - np.sum(k * cho_solve(factor, k.T).T, axis=1)
        return offset + k @ weights, np.sqrt(np.maximum(variance, 0))

    return predict


def learned_barrier(predict):
    return predict(gap[::20])[0].max() - predict(left[::10])[0].min()


unseen = np.concatenate([np.linspace(-0.0991, -0.0609, 101),
                         np.linspace(0.0609, 0.0991, 101)])
learned, repaired = [], []
print(f"training: {len(train)} energies and {len(train)} forces")
print(f"regularization: {1000*energy_noise:.1f} meV, {force_noise:.2f} eV/nm; "
      f"prior scale {prior_scale:.1f} eV")
for length in (0.015, 0.020, 0.030, 0.050):
    model = train_kernel(length)
    e_rms = np.sqrt(np.mean((model(unseen)[0] - V(unseen)) ** 2))
    forces = (model(unseen + h)[0] - model(unseen - h)[0]) / (2 * h)
    f_rms = np.sqrt(np.mean((forces - dV(unseen)) ** 2))
    assert e_rms < 0.005 and f_rms < 0.5
    middle, sigma = model(0.0)
    sigma_all = model(np.linspace(-b, b, 401))[1]
    assert sigma[0] > 0.999 * sigma_all.max()
    learned.append(learned_barrier(model))
    repaired.append(learned_barrier(train_kernel(length, [0.0])))
    print(f"length {length:.3f} nm: basin rms {1000*e_rms:.3f} meV, "
          f"{f_rms:.4f} eV/nm")
    print(f"  barrier {learned[-1]:.3f}, centre {middle[0]:.3f}, "
          f"sigma {sigma[0]:.3f}, with top point {repaired[-1]:.3f} eV")
assert min(learned) < 0.8 * B and max(learned) - min(learned) > 0.3
assert max(abs(np.array(repaired) - B)) < 0.02

# Independent check: explicit features and regularized least squares.
length = 0.030
n = np.arange(61)
t = train[:, None] / length
norm = np.exp(-0.5 * gammaln(n + 1))
gauss = np.exp(-t**2 / 2)
features = gauss * t**n * norm
derivatives = gauss * (n * t ** np.maximum(n - 1, 0) - t ** (n + 1)) * norm / length
design = np.vstack([features / energy_noise, derivatives / force_noise,
                    np.eye(len(n)) / prior_scale])
values = np.concatenate([(V(train) - offset) / energy_noise,
                         dV(train) / force_noise, np.zeros(len(n))])
Q, R = np.linalg.qr(design)
coefficients = np.linalg.solve(R, Q.T @ values)
feature_centre = offset + coefficients[0]
feature_sigma = np.linalg.norm(np.linalg.inv(R)[0])
kernel_centre, kernel_sigma = train_kernel(length)(0.0)
assert abs(feature_centre - kernel_centre[0]) < 1e-4
assert abs(feature_sigma - kernel_sigma[0]) < 1e-4
print(f"feature check, length {length:.3f} nm: centre {feature_centre:.4f}, "
      f"sigma {feature_sigma:.4f} eV")

# Classical transition-state rates for two potentials with equal basin data.
# The barrier is sought inside the gap, not on the outer wall of the well.
half = np.linspace(-0.18, 0.0, 36001)
speed = np.sqrt(const.k * T / (2 * np.pi * mass)) * 1e9


def classical_rate(amplitude):
    energy = V(half) + amplitude * bump(half)
    barrier_top = energy[half > -c].max()
    return speed * np.exp(-barrier_top / kT) / trapezoid(np.exp(-energy / kT), half)


rate_true, rate_low = classical_rate(0.0), classical_rate(-0.5)
rate_factor = rate_low / rate_true
assert abs(rate_factor / np.exp(0.5 / kT) - 1) < 0.01
print(f"classical rate: barrier 1.5 eV {rate_true:.3e}, 1.0 eV {rate_low:.3e} 1/s")
print(f"rate factor from 0.5 eV barrier error = {rate_factor:.3e}")

# Neglected quantum effects: numerical scattering and bound-state levels.
kinetic = const.hbar**2 / (2 * mass) / const.e * 1e18
energies = np.linspace(0.00513, 2.50017, 1200)


def transmission(E):
    E = np.atleast_1d(np.asarray(E, float))
    slices = 1600
    step = 2 * a / slices
    k_out = np.sqrt(E / kinetic)
    psi, slope = np.ones(len(E), complex), 1j * k_out
    for x in a - (np.arange(slices) + 0.5) * step:
        q = np.sqrt((E - V(x)) / kinetic + 0j)
        cosine, sine = np.cos(q * step), np.sin(q * step)
        psi, slope = psi * cosine - slope * sine / q, psi * q * sine + slope * cosine
    return 1 / np.abs((psi + slope / (1j * k_out)) / 2) ** 2


at_top = transmission(B)[0]
assert abs(at_top - 0.5) < 0.1
tunnel = trapezoid(transmission(energies) * np.exp(-(energies - B) / kT), energies) / kT
points = np.linspace(-0.16, 0.16, 241)
spacing = points[1] - points[0]
difference = np.subtract.outer(np.arange(241), np.arange(241))
safe = np.where(difference == 0, 1, difference)
H = kinetic / spacing**2 * np.where(difference == 0, np.pi**2 / 3,
                                  2.0 * (-1.0) ** np.abs(difference) / safe**2)
levels = eigvalsh(H + np.diag(V(points)))
Q_quantum = 0.5 * np.sum(np.exp(-levels / kT))
Q_classical = (np.sqrt(2 * np.pi * mass * const.k * T) / const.h * 1e-9
               * trapezoid(np.exp(-V(half) / kT), half))
reactant = Q_classical / Q_quantum
quantum = tunnel * reactant
assert tunnel > 1 and reactant > 1 and quantum < 0.01 * rate_factor
omega_top = np.sqrt(4 * B * const.e / (a * 1e-9) ** 2 / mass)
crossover = const.hbar * omega_top / (2 * np.pi * const.k)
assert crossover < T
print(f"lowest quantum level = {levels[0]:.4f} eV above the minimum")
print(f"transmission at barrier energy = {at_top:.3f}")
print(f"tunnelling crossover temperature = {crossover:.1f} K")
print(f"rate factors: tunnelling {tunnel:.3f}, reactant levels {reactant:.3f}")
print(f"combined quantum rate factor = {quantum:.2f}, "
      f"equivalent barrier change = {-kT*np.log(quantum):.3f} eV")
print("finished without a failed check")
```

It prints:

```
barrier B = 1.50 eV, minima at +-0.080 nm, T = 500 K
basins: |x| from 0.060 to 0.100 nm; kT = 0.04309 eV
inner-edge energy = 0.2871 eV; outer-edge = 0.4746 eV
basin curvature = 1875.0 eV/nm^2
barrier from curvature, quartic form known = 1.5000 eV
expected gap points in 1000 samples = 0.178
probability of |x| < 0.01 nm = 9.53e-16
density at top: quadrature 3.144e-14, estimate 3.161e-14 1/nm
same basin data, barrier 0.6 eV: bump = -0.900 eV
same basin data, barrier 1.0 eV: bump = -0.500 eV
same basin data, barrier 3.0 eV: bump = +1.500 eV
barrier for bump -1e8 eV (limit test) = 0.3148 eV
growth ratio (b+c)/(b-c) = 4.000
degree 5: amplification LP 8.031, formula 8.031
degree 7: amplification LP 32.008, formula 32.008
degree 9: amplification LP 128.005, formula 128.002
polynomial basin tolerance = 1.0 meV
degree 8: central freedom +-0.128 eV; barriers 1.373, 1.627 eV
  its basin force change: rms 0.260, max 0.998 eV/nm
degree 12: central freedom +-2.048 eV; barriers 0.552, 3.549 eV
  its basin force change: rms 0.414, max 2.242 eV/nm
training: 18 energies and 18 forces
regularization: 1.0 meV, 0.05 eV/nm; prior scale 1.0 eV
length 0.015 nm: basin rms 0.040 meV, 0.0245 eV/nm
  barrier 0.667, centre 0.165, sigma 1.000, with top point 1.500 eV
length 0.020 nm: basin rms 0.048 meV, 0.0252 eV/nm
  barrier 0.795, centre 0.376, sigma 0.967, with top point 1.500 eV
length 0.030 nm: basin rms 0.072 meV, 0.0276 eV/nm
  barrier 1.842, centre 1.842, sigma 0.395, with top point 1.500 eV
length 0.050 nm: basin rms 0.308 meV, 0.0764 eV/nm
  barrier 1.615, centre 1.615, sigma 0.027, with top point 1.500 eV
feature check, length 0.030 nm: centre 1.8425, sigma 0.3945 eV
classical rate: barrier 1.5 eV 5.095e-02, 1.0 eV 5.583e+03 1/s
rate factor from 0.5 eV barrier error = 1.096e+05
lowest quantum level = 0.1378 eV above the minimum
transmission at barrier energy = 0.506
tunnelling crossover temperature = 364.2 K
rate factors: tunnelling 2.949, reactant levels 3.795
combined quantum rate factor = 11.19, equivalent barrier change = -0.104 eV
finished without a failed check
```
